# Averaged Decibel Loss and the Loss of the Average Transmission

Eight silicon waveguides have been drawn with the same width, height and length, one on each of eight dies. Each is 5 cm long and receives 1 mW of light near 1550 nm. The losses differ because sidewall roughness and dimensions differ from die to die. Someone needs one number for the set, and from it the total power that leaves the eight guides.

The natural course is to average the eight losses in decibels, convert the average to a transmission, and multiply by the 8 mW that went in. The belief behind it is that the average of the decibel losses is the loss of the average transmission. For these guides that route predicts 0.673 mW. The total that emerges is 0.821 mW.

## Why the belief tempts

Let $T_i$ be the power transmission of guide $i$, the ratio of its output power to its input power, with coupling losses divided out. Its loss, counted positive, is

$$L_i=-10\log_{10}T_i=-\frac{1}{k}\ln T_i,\qquad k=\frac{\ln 10}{10}=0.2303\ \text{per dB}.$$

The second form follows from $\log_{10}T=\ln T/\ln 10$. It gives $T_i=e^{-kL_i}$. Angle brackets denote the average over the $N$ guides with equal weights, $\langle L\rangle=\frac1N\sum_i L_i$.

Decibels were made for addition. If light passes through all the guides one after another, the transmissions multiply, and the total loss is

$$-10\log_{10}(T_1T_2\cdots T_N)=\sum_i L_i=N\langle L\rangle .$$

For a chain the decibel average is therefore the right average. Dividing by $N$ shows what it stands for:

$$\langle L\rangle=-10\log_{10}\left[(T_1T_2\cdots T_N)^{1/N}\right].$$

It is the loss of the geometric mean transmission.

Guides side by side pose another question. If each receives the same power $P$, and the outputs are added as powers, then

$$\frac{P_{\text{out}}}{P_{\text{in}}}=\frac{\sum_i P\,T_i}{NP}=\langle T\rangle .$$

This is the arithmetic mean, and its loss is $-10\log_{10}\langle T\rangle$. Adding powers is correct when each guide has its own detector. If the outputs are recombined into one single-mode guide, fields add, their phases matter, and this formula does not apply.

## The sign of the difference

Define the gap between the two numbers as

$$G=\langle L\rangle-\left(-10\log_{10}\langle T\rangle\right)=\langle L\rangle+\frac1k\ln\langle T\rangle .$$

Measure each transmission against the mean by writing $t_i=T_i/\langle T\rangle$, so that $\langle t\rangle=1$. Since $\ln T_i=\ln t_i+\ln\langle T\rangle$,

$$\langle L\rangle=-\frac1k\langle\ln T\rangle=-\frac1k\langle\ln t\rangle-\frac1k\ln\langle T\rangle .$$

Inserting this in $G$ cancels the terms with $\ln\langle T\rangle$ and leaves $G=-\langle\ln t\rangle/k$. Because $\langle t-1\rangle=0$, that average may be added without changing anything:

$$G=\frac1k\,\langle\,t-1-\ln t\,\rangle .$$

The function $f(t)=t-1-\ln t$ has the derivative $f'(t)=1-1/t$, negative for $t<1$ and positive for $t>1$. Its minimum is therefore at $t=1$, where $f(1)=0$. Every guide contributes zero or a positive amount, so

$$\langle L\rangle\ \ge\ -10\log_{10}\langle T\rangle ,$$

with equality only if every $t_i=1$, that is, if all transmissions are equal. This is Jensen's inequality for the convex function $-\ln T$. The proof needs $T_i>0$. A loss common to all guides multiplies every $T_i$ by the same factor, drops out of $t_i$, and leaves $G$ unchanged.

## Eight guides

The propagation losses $a_i$ are chosen values, and $L_i=a_i\times 5$ cm. The last column is each guide's share of the gap, $f(t_i)/(kN)$.

| $a_i$ (dB/cm) | $L_i$ (dB) | $T_i$ | share (dB) |
|---|---|---|---|
| 1.4 | 7.0 | 0.1995 | 0.152 |
| 1.6 | 8.0 | 0.1585 | 0.060 |
| 1.8 | 9.0 | 0.1259 | 0.012 |
| 1.9 | 9.5 | 0.1122 | 0.002 |
| 2.1 | 10.5 | 0.0891 | 0.005 |
| 2.3 | 11.5 | 0.0708 | 0.033 |
| 2.7 | 13.5 | 0.0447 | 0.145 |
| 3.4 | 17.0 | 0.0200 | 0.452 |

The losses sum to 86.0 dB, so $\langle L\rangle=86.0/8=10.75$ dB, which corresponds to a transmission of 0.0841. The transmissions sum to 0.8207, so $\langle T\rangle=0.1026$, with a loss of 9.89 dB. The gap is $10.75-9.89=0.86$ dB. The decibel average predicts $8\times0.0841=0.673$ mW, which is 18% below the actual 0.821 mW.

In this split, more than half of the gap is assigned to the worst guide. The split is not unique, since it depends on the transmission taken as reference; leaving that guide out of the set lowers the gap from 0.86 to 0.44 dB. For it $t=0.0200/0.1026=0.195$, and $f(t)=0.195-1+1.635=0.830$. Dividing by $kN=1.842$ per dB gives 0.45 dB. The guide at 9.5 dB lies close to the mean transmission, so its share in this split is almost nothing.

The opposite exchange fails too. If the eight guides were joined in a chain, with no loss at the joints, the loss would be 86.0 dB. Eight times the loss of the mean transmission is 79.1 dB, too small by 6.9 dB.

## How large the gap is

Write $L_i=\mu+\delta_i$ with $\mu=\langle L\rangle$ and $\langle\delta\rangle=0$. Then $\langle T\rangle=e^{-k\mu}\langle e^{-k\delta}\rangle$, and

$$G=\mu+\frac1k\left(-k\mu+\ln\langle e^{-k\delta}\rangle\right)=\frac1k\ln\langle e^{-k\delta}\rangle .$$

Let $\sigma^2=\langle\delta^2\rangle$ and $\mu_3=\langle\delta^3\rangle$, both with divisor $N$. Expanding the exponential, with the linear term averaging to zero, gives

$$\langle e^{-k\delta}\rangle=1+\frac{k^2\sigma^2}{2}-\frac{k^3\mu_3}{6}+\dots$$

In $\ln(1+x)=x-x^2/2+\dots$ the square of $x$ begins at order $k^4$, so it does not affect the terms shown. Hence

$$G=\frac{k\sigma^2}{2}-\frac{k^2\mu_3}{6}+\dots$$

For small spreads the gap grows with the square of the spread. A tail towards high loss has $\mu_3>0$ and makes the second term negative: a very lossy guide raises $\sigma^2$ strongly, while further loss in it changes the output little, because it carries little power already. This brings $G$ below the first term as long as the higher terms are small; at larger spreads a small positive $\mu_3$ can be outweighed by them.

Here $\sigma=3.031$ dB and $\mu_3=23.06$ dB³. The first term is $0.2303\times3.031^2/2=1.058$ dB, the second is $-0.204$ dB, and their sum is 0.854 dB, against the full 0.861 dB. The expansion parameter $k\sigma\approx0.70$ is not small, so such close agreement should not be expected of every set with this spread.

For a large population whose decibel losses follow a normal distribution, the first term is the whole answer. The average of $e^{-kL}$ has the exponent

$$-\frac{(L-\mu)^2}{2\sigma^2}-kL=-\frac{(L-\mu+k\sigma^2)^2}{2\sigma^2}-k\mu+\frac{k^2\sigma^2}{2},$$

as expanding the square on the right confirms. The first term on the right is that of a normal distribution with a shifted centre, which integrates to one. What remains is $\langle T\rangle=e^{-k\mu+k^2\sigma^2/2}$, and therefore $G=k\sigma^2/2$. Spreads of 0.5, 1, 2 and 3 dB give gaps of 0.03, 0.12, 0.46 and 1.04 dB. Under this distribution the gap stays below 0.1 dB as long as $\sigma$ is below about 0.9 dB.

A normal distribution includes negative losses, which a passive guide cannot have. With a mean of 10.75 dB and a spread of 3 dB, that unphysical part supplies 0.19% of the mean transmission, which is too little to matter here. For a small mean loss with a large spread the formula would not be trustworthy.

## What happens to a cut-back measurement

In a cut-back measurement, the propagation loss is found from guides of different lengths, so that a common coupling loss cancels. Suppose each die also carries a 1 cm copy with the same $a_i$. With $L_i=a_iz$, the standard deviation of $L$ is proportional to the length $z$, and the first term of the gap grows as $z^2$:

$$G\approx\frac{k z^2}{2}\left(\langle a^2\rangle-\langle a\rangle^2\right).$$

At 1 cm the gap is only 0.041 dB. From there to 5 cm it grows by a factor of 21 and not 25, because the negative second term grows as $z^3$.

If the powers are averaged before the logarithm is taken, the loss at length $z$ is $\Lambda(z)=-\frac1k\ln\langle T\rangle$ with $T_i=e^{-ka_iz}$. Since $dT_i/dz=-ka_iT_i$,

$$\frac{d\Lambda}{dz}=-\frac1k\,\frac{\langle -k\,aT\rangle}{\langle T\rangle}=\frac{\langle aT\rangle}{\langle T\rangle}.$$

The slope is an average of $a$ weighted by the power that survives. Differentiating again with the quotient rule gives

$$\frac{d^2\Lambda}{dz^2}=\frac{-k\langle a^2T\rangle\langle T\rangle+k\langle aT\rangle^2}{\langle T\rangle^2}=-k\left[\frac{\langle a^2T\rangle}{\langle T\rangle}-\left(\frac{\langle aT\rangle}{\langle T\rangle}\right)^2\right].$$

The bracket is a weighted variance and cannot be negative, so the slope cannot rise with length. At $z=0$ all weights are equal and the slope is $\langle a\rangle=2.15$ dB/cm. It is 2.07 dB/cm at 1 cm and 1.84 dB/cm at 5 cm. At very great length the guide with the smallest $a_i$ carries nearly all the remaining power, and the slope tends to 1.4 dB/cm.

The loss of the mean transmission is $2.150-0.041=2.109$ dB at 1 cm and 9.889 dB at 5 cm. The cut-back slope from averaged powers is therefore $(9.889-2.109)/4=1.945$ dB/cm. Averaging the decibel losses first gives 2.150 dB/cm, the true mean of the $a_i$. For this purpose the decibel average is the right one, and averaging powers puts the result about 10% too low.

## Unequal inputs and a broken guide

If the guides receive fractions $w_i$ of the total input, with $\sum_i w_i=1$, the total transmission is $\sum_i w_iT_i$. The proof goes through unchanged if every $w_i$ is positive and every average, including that of the losses, uses the weights $w_i$. It does not cover a comparison with the unweighted decibel average.

Let half of the 8 mW enter the worst guide and $4/7$ mW enter each of the others. The output is $4\times0.01995+\frac47(0.82065-0.01995)=0.537$ mW, a total loss of 11.73 dB. This exceeds the unweighted average of 10.75 dB, so the order is reversed. The decibel average with the input weights is 13.43 dB, and the inequality holds again.

The two averages also respond differently to a defect. With equal inputs, let the worst guide be scratched so that its loss rises from 17 to 40 dB. The decibel average rises by $23/8$ dB to 13.63 dB. The loss of the mean transmission rises from 9.89 to 10.00 dB, since that guide supplied only 2.4% of the output. If it transmits nothing, the decibel average is infinite, while seven guides still deliver their light.

## The real case

A propagation loss of roughly 2 dB/cm is a rough typical value for narrow single-mode silicon strip guides near 1550 nm. A range from 1.4 to 3.4 dB/cm is wide for a well-controlled process and was chosen to make the effect plain. Halving all deviations from the mean, at the same mean and length, reduces the gap to about 0.24 dB by the two-term formula.

The cut-back example assumed that two guides on a die share one $a_i$ and couple equally well. On real chips neither holds exactly. Take, as rough values, independent errors of 0.1 dB/cm rms in each guide's $a$ and 0.3 dB rms in each guide's total coupling loss, input and output together. The difference of the two losses on a die then has the variance $(5^2+1^2)\,0.1^2+2\times0.3^2=0.44$ dB². Dividing its root by 4 cm and by $\sqrt8$ gives an rms error of 0.06 dB/cm in the mean slope. The shortfall of 0.2 dB/cm from averaging powers is more than three times as large. With 0.3 dB rms in each of a guide's two couplers separately, the error would be 0.07 dB/cm and the ratio just under three. Coupling scatter also imitates a spread in transmission, but if it is normal it adds on average only $k\times0.3^2/2=0.01$ dB to the gap of a large set.

Reflections at the guide ends produce interference fringes. For a power reflectivity $R$ at each end, the circulating field is proportional to $1/(1-RTe^{i\phi})$, where $\phi$ is the round-trip phase. The ratio of largest to smallest power is $[(1+RT)/(1-RT)]^2$. With $R=1\%$, a rough value for ends designed for low reflection, this is 0.13 dB peak to peak in the best 1 cm guide, and less in the others because their $T$ is smaller. A bare facet reflects far more. The Fresnel estimate for an index between 2.4 and 3.5 is $R\approx0.17$ to $0.31$, which gives 2 to 4 dB in the best 1 cm guide and 0.6 to 1.1 dB in the best 5 cm guide, both peak to peak. These are swings of a single guide. With independent random phases in the guides, the gap of the eight at 5 cm scatters by only 0.03 to 0.05 dB rms, while the cut-back slope from averaged decibels acquires an rms error of 0.06 to 0.11 dB/cm, about a quarter to a half of the 0.2 dB/cm shortfall.

Silicon also absorbs two photons at a time at high intensity, and the carriers so created absorb further light. I integrated the intensity numerically along the best 5 cm guide, with rough values of 0.7 cm/GW for two-photon absorption, 0.1 µm² for the mode area, 1 ns for the carrier lifetime and $1.5\times10^{-17}$ cm² for the carrier absorption cross-section. At 1 mW the extra loss is about 0.008 dB, negligible beside the gap. It depends on these values: with 0.05 µm² and 10 ns it is about 0.03 dB, and with the original values at 10 mW it is about 0.1 dB. With 0.05 µm² and 10 ns at 10 mW it is about 1 dB, more than the gap, and can no longer be neglected.

Eight guides are a small sample. With divisor $N-1$ their standard deviation is 3.24 dB, so as an estimate for a wider population the mean of 10.75 dB has a standard error of $3.24/\sqrt8\approx1.1$ dB, larger than the gap itself. That uncertainty concerns guides that were not measured. For the eight that were, the difference between 0.673 and 0.821 mW is not a sampling error, and measuring them more precisely would not remove it.

Numerical values quoted here were computed with a short program.
